# Why fragile liquids can switch fast and retain data at equal Tg

A phase-change memory cell in its amorphous state keeps its data as long as the amorphous region does not crystallize, and is switched to the crystalline state by heating that region until it does. This text concerns that direction of switching. Suppose atomic motion in the region is overdamped, so that inertia plays no part. With energy, length and time as base units, only one of the quantities that then control crystallization at a fixed temperature $T$ contains time: the viscosity $\eta$. The others are the atomic diameter $a$, the thermal energy $k_BT$, the free energy $\Delta\mu$ gained per crystallized atom, a surface work $s$, and the number $N_L$ of atomic layers to be crossed. Viscosity has the dimension energy × time / volume, so every crystallization time must have the form

$$t=\frac{\eta a^3}{k_BT}\,\Phi\!\left(\frac{\Delta\mu}{k_BT},\frac{s}{k_BT},N_L\right).$$

Two liquids that differ in viscosity alone share the same $\Phi$. At equal temperature their crystallization times therefore stand in the ratio of their viscosities, for nucleation as well as for growth. The question becomes how two viscosity curves can differ when both pass through the same glass transition.

## Two curves through one point

Define $T_g$ by $\eta(T_g)=10^{12}$ Pa s and let $x=T_g/T$. Both liquids have the same high-temperature limit $\eta_\infty$. With viscosities in Pa s inside logarithms, set

$$m_0=12-\log_{10}\eta_\infty,\qquad \kappa=\frac{m}{m_0}-1,$$

and describe the liquids by the MYEGA equation,

$$\log_{10}\eta=\log_{10}\eta_\infty+m_0x\,e^{\kappa(x-1)}.$$

The slope with respect to $x$ follows from the product rule:

$$M(x)=m_0(1+\kappa x)e^{\kappa(x-1)},\qquad M(1)=m_0(1+\kappa)=m.$$

Thus $m$ is the fragility, the steepness at $T_g$. For $m=m_0$ the exponential equals one and the curve is an Arrhenius line. A fragile liquid has $m>m_0$, hence $\kappa>0$.

The advantage of the fragile liquid, in decades of viscosity, is

$$G(x)=\log_{10}\frac{\eta_{\rm Arrh}}{\eta_{\rm frag}}=m_0x\left[1-e^{-\kappa(1-x)}\right].$$

It is positive for $x<1$, zero at $x=1$ and negative for $x>1$. Heated above $T_g$, the fragile liquid flows more easily; below $T_g$, if it stays in equilibrium, it flows less easily. Close to $T_g$, expansion of the exponential gives $G\simeq(m-m_0)(1-x)$.

The largest advantage follows from $G'(x)=m_0-M(x)=0$. With $w=1+\kappa x$, the exponent is $\kappa(x-1)=w-1-\kappa$, and the condition becomes

$$we^w=e^{1+\kappa},\qquad x_*=\frac{W(e^{1+\kappa})-1}{\kappa},$$

where $W$ is the Lambert function. Since $M$ increases with $x$, this is the one maximum.

Take round model parameters: $T_g=400$ K, $\eta_\infty=10^{-4}$ Pa s, and $m=90$ against $m_0=16$. Then $\kappa=4.625$, and the maximum lies at 580 K, where $x_*=0.690$ and $w=4.19$. The exponential there equals $1/w$, so

$$G(x_*)=16(0.690)(1-1/4.19)=8.4.$$

## From viscosity to growth speed

The Stokes-Einstein relation gives $D=k_BT/(3\pi\eta a)$. If an atom hops a distance $a$ at rate $k$ in each direction along a line, its mean square displacement grows as $2ka^2t$. Equating this to $2Dt$ gives

$$k=\frac{D}{a^2}=\frac{k_BT}{3\pi a^3\eta}.$$

Let $k$ be the rate at which the crystal gains a layer. Detailed balance then fixes the loss rate as $ke^{-\delta}$, with $\delta=\Delta\mu/k_BT$. For a constant entropy of fusion $\Delta H/T_m$, $\Delta\mu=\Delta H(1-T/T_m)$. The growth speed is the net rate times the layer spacing:

$$u=ak(1-e^{-\delta}).$$

The example has $T_m=900$ K, $\Delta H=0.12$ eV per atom, $a=0.3$ nm, and a region 30 nm long, or 100 layers, crystallizing from one edge. The fragile liquid grows fastest at 790 K, where $\eta=6.69\times10^{-4}$ Pa s. There $k=6.4\times10^{10}\ \mathrm{s^{-1}}$ and $\delta=0.215$, so

$$u=(0.3\times10^{-9})(6.4\times10^{10})(1-e^{-0.215})\simeq3.7\ \mathrm{m/s}.$$

The region is crossed in $30\ \mathrm{nm}/u\simeq8.1$ ns. At the same temperature the Arrhenius liquid has viscosity $1.26\times10^4$ Pa s and needs 0.15 s. Even at its own best temperature, 853 K, it needs 0.084 s.

These temperatures need not coincide with the 580 K of the largest viscosity ratio, which compares two liquids. The growth speed of a single liquid peaks where the gain from its falling viscosity is balanced by the loss of driving force. Setting the temperature derivative of $\ln u$ to zero gives

$$\frac1T+\frac{(\ln10)MT_g}{T^2}-\frac{\Delta H}{k_BT^2(e^\delta-1)}=0.$$

Multiplication by $T^2$ yields

$$T+(\ln10)MT_g=\frac{\Delta H/k_B}{e^\delta-1}.$$

The right side diverges at $T_m$, where $\delta=0$. A larger slope $M$ therefore pushes the optimum towards melting. At its optimum the fragile liquid has $M\simeq5.4$, whereas the Arrhenius slope is 16 everywhere. The fragile liquid has already lost most of its viscosity at a temperature where the driving force is still useful.

## Nucleation has the same time factor

Growth from an edge needs no nucleus. To see that nucleation obeys the same scaling, follow a cluster of $n$ atoms, with work of formation measured from one atom:

$$W_n=-(n-1)\Delta\mu+s(n^{2/3}-1).$$

Let its gain rate be $f_n=4n^{2/3}k$, proportional to its surface, and let $d_n$ be its loss rate, with $d_1=0$. Denote by $\tau_n$ the mean time to reach size $n+1$ from $n$. The first event takes a mean time $1/(f_n+d_n)$. With probability $d_n/(f_n+d_n)$ it is a loss, after which the cluster must regain size $n$ and then advance. Hence

$$\tau_n=\frac1{f_n+d_n}+\frac{d_n}{f_n+d_n}(\tau_{n-1}+\tau_n),$$

or, after collecting terms, $f_n\tau_n=1+d_n\tau_{n-1}$.

Let $p_n=e^{-W_n/k_BT}$. Detailed balance reads $d_np_n=f_{n-1}p_{n-1}$. Multiplying the recursion by $p_n$ gives

$$f_np_n\tau_n=p_n+f_{n-1}p_{n-1}\tau_{n-1}=\sum_{j=1}^{n}p_j.$$

The mean time from one atom to size $N_c$ is therefore

$$t_{\rm nuc}=\sum_{n=1}^{N_c-1}\frac{e^{W_n/k_BT}}{f_n}\sum_{j=1}^{n}e^{-W_j/k_BT}.$$

Viscosity enters through $1/f_n\propto\eta$ and factors out of the whole sum.

For $s=0.20$ eV at 600 K, the barrier is $11.2\,k_BT$ and the critical cluster has 37 atoms. The mean time to reach 150 atoms is $4.1\times10^{-5}$ s per site in the fragile liquid and about $10^4$ s in the Arrhenius liquid. Their ratio, $2.4\times10^8$, is $10^{G}$ with $G=8.38$ at this temperature. These are times for a single site, not for a whole cell. A 30 nm cube holds about $10^6$ sites. Take the steady rate per site $J=1/\sum_n e^{W_n/k_BT}/f_n$ and the crystallized fraction $1-\exp(-\pi Ju^3t^4/3a^3)$. The fragile liquid is then half crystallized in roughly 10 ns near 630 K, where growth from the edge needs 45 ns. Interior nucleation thus competes with the 8.1 ns crossing. Direct solution of the master equation confirms the sum.

## Why a steeper Arrhenius line does not help

One could ask for an Arrhenius liquid with a larger activation energy. To match the fragile liquid at 790 K, its line would have to join the viscosity there to $10^{12}$ Pa s at $T_g$. The required slope is

$$\frac{12-\log_{10}(6.69\times10^{-4})}{1-400/790.2}\simeq30.7,$$

so its limit at $x=0$ is $\log_{10}\eta_\infty=12-30.7=-18.7$. With a shear modulus $G_\infty=10$ GPa, the Maxwell time $\eta_\infty/G_\infty$ would be about $2\times10^{-29}$ s, far below any atomic vibration period. The original limit of $10^{-4}$ Pa s gives $10^{-14}$ s. Matching only the top speed, which the steeper line reaches at its own optimum near 872 K, lowers the slope to 29.1 and raises the limit to $-17.1$, which is still unphysical.

Alternatively, keep $\eta_\infty$ and lower the Arrhenius $T_g$ until the maximum growth speeds agree. This requires $T_g\simeq45.5$ K, and the region then crystallizes in 69 ns at 350 K. Speed has been bought by giving up retention. Curvature of the viscosity plot can avoid this exchange, under conditions examined below.

## Below the transition the material is a glass

At an operating temperature of 350 K, $x=1.143$. The Arrhenius liquid has $\log_{10}\eta=12+16(0.143)=14.3$, while the equilibrium fragile liquid would have 31.4. The second number cannot be used for retention: the fragile liquid does not reach equilibrium in any relevant time. Its structure must be described separately.

Let the fictive temperature $T_f$ be the temperature at which the liquid would have the glass's present structure, and let $x_f=T_g/T_f$. At fixed structure, assume that the activation energy is a fraction $y$ of the liquid's local value at $T_f$. This is an isostructural law of Tool-Narayanaswamy type:

$$\log_{10}\eta(T,T_f)=\log_{10}\eta_{\rm liq}(T_f)+yM(x_f)(x-x_f),\qquad0<y<1.$$

For a glass frozen at $T_f=T_g$, this becomes $12+ym(x-1)$. Such a glass is more viscous than the Arrhenius liquid below $T_g$ if $ym>m_0$. With $y=0.4$, $ym=36$ exceeds 16, and the crossing time at 350 K is about 25,000 years, against 35 years for the Arrhenius liquid.

A cell quenched in nanoseconds does not start there. The fragile liquid's relaxation time is 1.2 ns at 500 K, which makes $T_f=500$ K a reasonable starting value. In this model it corresponds to a linear quench from $T_m$ lasting about 10 ns, during which some 40 layers regrow from the edge; a 3 ns quench gives 511 K and 12 layers. The 100 layers are counted after the quench. At 350 K this fresh glass has $\log_{10}\eta=5.17$. If its structure stayed frozen, the region would crystallize in 0.84 s. Equal $T_g$ and high fragility therefore do not by themselves secure the data.

## Ageing outruns crystallization

The structure does not stay frozen. With one relaxation time $\eta/G_\infty$,

$$\frac{dT_f}{dt}=-\frac{G_\infty}{\eta}(T_f-T).$$

For the fresh glass this time is 15 μs, far shorter than 0.84 s. The mean number of layers grown, $N$, obeys

$$\frac{dN}{dt}=k(1-e^{-\delta})=\frac{\varepsilon G_\infty}{\eta},\qquad \varepsilon=\frac{k_BT(1-e^{-\delta})}{3\pi a^3G_\infty}.$$

Dividing the second rate by the first cancels the viscosity:

$$\frac{dN}{dT_f}=-\frac{\varepsilon}{T_f-T},\qquad N=\varepsilon\ln\frac{T_{f0}-T}{T_f-T},$$

where $T_{f0}$ is the initial fictive temperature. The constant $\varepsilon$ is the number of layers grown per relaxation time. Here it is 0.00173, so growing one layer takes hundreds of relaxation times.

After ten years, integration gives $T_f=388$ K. The growth is

$$N=0.00173\,\ln\frac{500-350}{387.9-350}\simeq0.0024.$$

A value below one is an average over many fronts, not a fraction of an atom. The Arrhenius liquid grows 28 of its 100 layers in the same ten years. Its relaxation time at 350 K is $10^{14.29}/10^{10}\simeq2\times10^4$ s, a few hours, which justifies treating it as equilibrated.

The logarithmic law also contains the equilibrium limit. Once $\eta$ has become constant, $T_f-T$ decays as $e^{-G_\infty t/\eta}$, and $N$ increases as $\varepsilon G_\infty t/\eta$, the steady growth law. The aged fragile glass is far from that limit.

Its viscosity has risen because relaxation slows itself. Differentiating the glass law at fixed $T$ gives

$$\frac{\partial\log_{10}\eta}{\partial x_f}=(1-y)M(x_f)+yM'(x_f)(x-x_f).$$

Both terms are positive for $T_f>T$, since $M'>0$. A falling $T_f$ therefore raises $\eta$. Define $B=-(T_f-T)\,\partial\ln\eta/\partial T_f$, which is dimensionless. Wherever $T_f$ falls towards $T$,

$$\frac{d\eta}{dt}=\frac{\partial\eta}{\partial T_f}\frac{dT_f}{dt}=G_\infty B.$$

Insertion of $T_f=387.9$ K gives $B\simeq21$. If $B$ is treated as constant, ten years, or $3.16\times10^8$ s, give $\eta\simeq10^{10}(21)(3.16\times10^8)\simeq7\times10^{19}$ Pa s. The integrated value is $10^{19.83}$ Pa s.

## When growth decouples from viscosity

The argument can fail if atoms reach the crystal much faster than viscosity suggests. Let $\eta_c$ be the fragile liquid's viscosity at 790 K, and for $\eta>\eta_c$ multiply its growth rate by $(\eta/\eta_c)^{1-\xi}$. The rate then varies as $\eta^{-\xi}$, while the 8.1 ns crossing at 790 K is unchanged. The new scale $\eta_c$ also invalidates the opening dimensional argument.

Combining the enhanced growth rate with $d\eta/dt=G_\infty B$ gives

$$\frac{dN}{d\eta}=\frac{\varepsilon}{B\eta}\left(\frac{\eta}{\eta_c}\right)^{1-\xi}.$$

For constant $B$ and a final viscosity far above the initial one, integration yields

$$N\simeq\frac{\varepsilon}{B(1-\xi)}\left(\frac{\eta}{\eta_c}\right)^{1-\xi}.$$

After ten years $\eta/\eta_c\simeq10^{23}$. For $\xi=0.8$ the estimate is $0.00173/(21\times0.2)\times10^{4.6}\simeq16$ layers; full integration gives 15. For $\xi=0.9$ the integrated growth is 0.14 layer. For $\xi=0.7$ a free front would advance about 2,000 layers, so the 100-layer region would be fully crystallized.

The fragile cell loses its ten-year advantage at $\xi\simeq0.79$, with the Arrhenius liquid kept at $\xi=1$. This threshold belongs to these parameters and to decoupling the fragile liquid alone. If both liquids are given the same $\xi$ and $\eta_c$, the fragile glass grows less down to at least $\xi=0.5$, although both regions are then lost. Measured exponents tend to fall as fragility rises, and values near two-thirds have been reported for fragilities around 90, so $\xi$ close to one cannot be assumed for a real fragile material. Its sensitivity is general within the model: a small change in $\xi$ acts on a viscosity ratio of many decades.

## What the comparison assumes

The hot liquid was taken to be in equilibrium. At 790 K its relaxation time is $7\times10^{-14}$ s, much shorter than the 8.1 ns crossing, so this is consistent once the glass has turned into liquid. The time an aged glass needs for that on heating is not included. The pulse was isothermal; for a varying temperature, the net layer rate must be integrated over time, and heating and cooling times matter. A spectrum of relaxation times, mechanical stress or special interface kinetics would change the retention estimate. The retention figures also count growth from the edge only. With $s=0.20$ eV, the formula for $W_n$ gives a nucleation barrier of only about $3\,k_BT$ at 350 K, so nuclei forming inside the region would dominate. The steady-nucleation estimate gives half-crystallization once $\int k\,dt\simeq2$, about 0.6 year for the Arrhenius liquid instead of 35, and the other frozen-structure crossing times shrink by the same factor. The ageing glass at $\xi=1$ accumulates only $\int k\,dt\simeq0.003$ in ten years and is unaffected. If cluster attachment decouples like growth, the fragile cell survives ten years only for $\xi$ above roughly 0.85, and at $\xi\simeq0.79$ both cells are already lost.

Within these limits, fragility supplies the low viscosity needed for switching without lowering $T_g$. Retention needs two further conditions: the quenched glass must age before it crystallizes, and growth must remain sufficiently coupled to viscosity. The numerical output below gives the values for this example.

## Values computed for the example and the checks

```
Tg: 400 K
Tm: 900 K
log10 of limiting viscosity in Pa s: -4
fragility, fragile: 90
fragility, Arrhenius: 16
atomic diameter a: 0.3 nm
heat of fusion per atom: 0.12 eV
surface work s: 0.2 eV
region length: 30 nm
layers in region: 100
shear modulus: 10 GPa
glass/liquid activation ratio y: 0.4
operating temperature: 350 K
initial fictive temperature: 500 K
Arrhenius activation energy: 1.27 eV
fragile apparent energy at Tg: 7.14 eV
T of largest viscosity gain: 579.6 K
largest viscosity gain: 8.41 decades
fragile: T of fastest growth: 790.2 K
fragile: viscosity there: 0.000669 Pa s
Arrhenius: viscosity there: 1.26e+04 Pa s
fragile: fastest growth: 3.72 m/s
fragile: shortest crossing time: 8.06 ns
fragile: relaxation time there: 6.69e-14 s
Arrhenius: crossing time at same T: 0.151 s
Arrhenius: T of fastest growth: 852.8 K
Arrhenius: fastest growth: 3.56e-07 m/s
Arrhenius: shortest crossing time: 0.0842 s
nucleation test temperature: 600 K
nucleation barrier over kT: 11.23
critical size: 37 atoms
nucleation time per site, fragile: 4.11e-05 s
nucleation time per site, Arrhenius: 9.95e+03 s
nucleation time ratio: 2.42e+08
steep Arrhenius line: log10 limit in Pa s: -18.73
speed-matched Arrhenius Tg: 45.5 K
its crossing time at 350 K: 69.2 ns
log10 viscosity 350 K, Arrhenius: 14.29
log10 viscosity 350 K, fragile equilibrium: 31.40
log10 viscosity 350 K, glass Tf=Tg: 17.14
log10 viscosity 350 K, fresh glass: 5.17
liquid relaxation time at 500 K: 1.19e-09 s
fresh-glass relaxation time at 350 K: 1.46e-05 s
crossing time 350 K, Arrhenius: 35.3 years
crossing time 350 K, frozen Tf=Tg: 2.54e+04 years
crossing time 350 K, frozen fresh glass: 0.844 s
fictive temperature after 10 years: 387.9 K
log10 viscosity after 10 years: 19.83
prefactor of logarithmic growth law: 0.00173 layers
layers in 10 years, Arrhenius: 28.3
layers in 10 years, ageing fragile: 0.00238
free-front layers in 10 years, xi=0.9: 0.142
free-front layers in 10 years, xi=0.8: 15.2
free-front layers in 10 years, xi=0.7: 2.07e+03
xi at which retention advantage ends: 0.787
```
